# Half-Quantum Hall Spikes from Symmetry Errors in Wannier Interpolation: verification in Python

```python
"""
Result under test: a small PT-breaking error of mass m at a 2D Dirac node gives
  sigma_xy = -(chi/2) sgn(m) e^2/h   for |mu - E_node| < |m|,
  sigma_xy = -chi m / (2 |mu - E_node|) e^2/h   outside that window,
if the k integral is converged, T = 0 and no other cone is gapped at mu.
Symbols: chi = chirality, v = Dirac velocity, mu = Fermi level.
Model: honeycomb lattice, nodes at K (chi=+1, energy +SHIFT) and at
-K (chi=-1, energy -SHIFT). Hartree atomic units; sigma in e^2/h.
A hopping entry (i, j, d, amp) adds amp*exp(i k.d) to H_ij; the Hermitian
conjugate is added automatically, so on-site energies enter as one half.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import expit

A_LAT, HOP, SHIFT = 5.0, 0.1, 0.02
S3 = np.sqrt(3.0)
VEL = S3 * HOP * A_LAT / 2
CELL = S3 / 2 * A_LAT**2
BZ_AREA = (2 * np.pi)**2 / CELL
K_NODE = np.array([4 * np.pi / (3 * A_LAT), 0.0])
NEAR = A_LAT * np.array([[0, 1 / S3], [-0.5, -0.5 / S3], [0.5, -0.5 / S3]])
SECOND = A_LAT * np.array([[1, 0], [-0.5, S3 / 2], [-0.5, -S3 / 2]])
ZERO = np.zeros(2)


def symmetric_model(shift):
    hops = [(0, 1, d, -HOP) for d in NEAR]
    amp = 1j * shift / (3 * S3)
    return hops + [(s, s, d, amp) for s in (0, 1) for d in SECOND]


def sublattice_error(delta):
    return [(0, 0, ZERO, delta / 2), (1, 1, ZERO, -delta / 2)]


def haldane_error(delta):
    amp = 1j * delta / (3 * S3)
    return [(s, s, d, amp * (1 - 2 * s)) for s in (0, 1) for d in SECOND]


def bloch(hops, k):
    """Return H, dH/dkx, dH/dky at all k points."""
    h = np.zeros((3, len(k), 2, 2), complex)
    for i, j, d, amp in hops:
        term = amp * np.exp(1j * (k @ d))
        h[0, :, i, j] += term
        h[1, :, i, j] += 1j * d[0] * term
        h[2, :, i, j] += 1j * d[1] * term
    return h + np.conj(np.swapaxes(h, -1, -2))


def bands(hops, k):
    """Energies and Berry curvature of the lower band from eigenvectors."""
    h, hx, hy = bloch(hops, k)
    e, u = np.linalg.eigh(h)
    low, up = u[:, :, 0], u[:, :, 1]
    x01 = np.einsum('ni,nij,nj->n', low.conj(), hx, up)
    y10 = np.einsum('ni,nij,nj->n', up.conj(), hy, low)
    return e, -2 * np.imag(x01 * y10) / (e[:, 1] - e[:, 0])**2


def adapted_grid(scale, n_rad=1500, n_ang=12):
    """Two triangles centred on the nodes tile the Brillouin zone."""
    x, wx = np.polynomial.legendre.leggauss(n_ang)
    phi, wphi = x * np.pi / 3, wx * np.pi / 3
    r_max = 2 * np.pi / (3 * A_LAT) / np.cos(phi)
    s_max = np.arcsinh(VEL * r_max / scale)
    s = (np.arange(n_rad) + 0.5)[:, None] / n_rad * s_max
    r = scale / VEL * np.sinh(s)
    w = r * scale / VEL * np.cosh(s) * s_max / n_rad * wphi
    points, weights = [], []
    for chi in (1, -1):
        for sector in range(3):
            ang = phi + 2 * np.pi * sector / 3 + (0 if chi == 1 else np.pi)
            kx = chi * K_NODE[0] + r * np.cos(ang)
            ky = r * np.sin(ang)
            points.append(np.stack([kx.ravel(), ky.ravel()], axis=1))
            weights.append(w.ravel())
    return np.concatenate(points), np.concatenate(weights)


def integrated(hops, scale):
    k, w = adapted_grid(scale)
    e, om = bands(hops, k)
    return e, om, w


def hall(data, mu, kT=0.0):
    e, om, w = data
    f = expit((mu - e) / kT) if kT > 0 else (e < mu).astype(float)
    # the two bands have opposite curvature
    return -np.sum(w * om * (f[:, 0] - f[:, 1])) / (2 * np.pi)


def mesh_hall(hops, n, mu):
    b1 = 2 * np.pi / A_LAT * np.array([1, -1 / S3])
    b2 = 2 * np.pi / A_LAT * np.array([0, 2 / S3])
    i, j = np.divmod(np.arange(n * n), n)
    k = (i[:, None] * b1 + j[:, None] * b2) / n
    e, om = bands(hops, k)
    return hall((e, om, np.full(n * n, BZ_AREA / n**2)), mu)


def loop_phase(hops, centre, radius, n=400):
    t = 2 * np.pi * np.arange(n) / n
    k = centre + radius * np.stack([np.cos(t), np.sin(t)], axis=1)
    u = np.linalg.eigh(bloch(hops, k)[0])[1][:, :, 0]
    links = np.sum(u.conj() * np.roll(u, -1, axis=0), axis=1)
    return -np.angle(np.prod(links / abs(links)))


def minimum_gap(hops, centre):
    """Smallest direct gap near a node and the mid-gap energy there."""
    def gap(x):
        e = np.linalg.eigvalsh(bloch(hops, (centre + 1e-4 * x)[None])[0])[0]
        return e[1] - e[0]
    start = np.array([[0., 0.], [1., 0.], [0., 1.]])
    res = minimize(gap, start[0], method='Nelder-Mead',
                   options=dict(initial_simplex=start, xatol=1e-7,
                                fatol=1e-12, maxiter=2000, maxfev=4000))
    k = (centre + 1e-4 * res.x)[None]
    return res.fun, np.linalg.eigvalsh(bloch(hops, k)[0])[0].mean()


# --- the symmetric model: velocities, node energies, curvature, loop phase
clean = symmetric_model(SHIFT)
sx = np.array([[0, 1], [1, 0]])
sy = np.array([[0, -1j], [1j, 0]])
for chi in (1, -1):
    h, hx, hy = bloch(clean, chi * K_NODE[None])[:, 0]
    assert np.allclose(h, chi * SHIFT * np.eye(2), atol=1e-12)
    assert np.allclose(hx, chi * VEL * sx, atol=1e-12)
    assert np.allclose(hy, VEL * sy, atol=1e-12)
rng = np.random.default_rng(4)
random_k = rng.uniform(-1, 1, (300, 2))
curv_clean = np.max(abs(bands(clean, random_k)[1]))
assert curv_clean < 1e-8
phase_node = abs(loop_phase(clean, K_NODE, 0.05))
assert abs(phase_node - np.pi) < 1e-8
gapped = clean + sublattice_error(5e-3)
om_K = bands(gapped, K_NODE[None])[1][0]
assert abs(om_K / (VEL**2 / (2 * 5e-3**2)) - 1) < 1e-8
small_loop = loop_phase(gapped, K_NODE, 1e-3)
assert abs(small_loop / (om_K * np.pi * 1e-6) - 1) < 0.02

print(f"lattice constant {A_LAT:.1f} bohr; hopping {HOP:.2f} Ha")
print(f"node energies +/- {SHIFT:.3f} Ha; velocity {VEL:.5f} a.u.")
print(f"clean model: largest |curvature| {curv_clean:.1e} bohr^2")
print(f"clean model: loop phase around K / pi = {phase_node/np.pi:.6f}")
quantum = const.e**2 / const.h
print(f"e^2/h = {quantum:.6e} S; e^2/2h = {quantum/2:.6e} S")

# --- plateau height for shrinking error; value at a fixed distance
deltas = [5e-3, 1e-3, 1e-4, 1e-5, 1e-6]
store = {}
print("error delta (Ha) | sigma at K node | at -K node | 0.005 Ha above K")
for d in deltas:
    store[d] = integrated(clean + sublattice_error(d), d)
    assert abs(store[d][2].sum() / BZ_AREA - 1) < 1e-4
    at_K, at_Kp = hall(store[d], SHIFT), hall(store[d], -SHIFT)
    off = hall(store[d], SHIFT + 0.005)
    tail = d / (4 * SHIFT)
    if d < 5e-3:
        assert abs(at_K - (-0.5 + tail)) < 1e-3 + 5 * d
        assert abs(at_Kp - (0.5 - tail)) < 1e-3 + 5 * d
        pred = -d / (2 * 0.005) + d / (2 * (2 * SHIFT + 0.005))
        assert abs(off - pred) < 0.03 * abs(pred)
    print(f"  {d:.0e} | {at_K:+.5f} | {at_Kp:+.5f} | {off:+.6f}")

# --- line shape and area of one spike
d0 = 1e-4
hartree_mev = const.value('Hartree energy in eV') * 1e3
print(f"delta = {d0:.0e} Ha = {d0*hartree_mev:.4f} meV; line shape:")
print("(mu - E_K)/delta | lattice | cone formula plus other-cone tail")
for x in (-5, -2, -0.5, 0.5, 2, 5, 20):
    got = hall(store[d0], SHIFT + x * d0)
    form = -0.5 * min(1, 1 / abs(x)) + d0 / (2 * (2 * SHIFT + x * d0))
    assert abs(got - form) < 3e-3
    print(f"  {x:+5.1f} | {got:+.5f} | {form:+.5f}")
W = 0.01
print(f"integral of sigma over mu within +/- {W} Ha of the K node:")
for d in (1e-3, 1e-4, 1e-5):
    e, om, w = store[d]
    span = np.clip(e, SHIFT - W, SHIFT + W)
    area = -np.sum(w * om * (span[:, 1] - span[:, 0])) / (2 * np.pi)
    other = d / 2 * np.log((2 * SHIFT + W) / (2 * SHIFT - W))
    form = -d * (1 + np.log(W / d)) + other
    assert abs(area / form - 1) < 0.02
    print(f"  delta {d:.0e} Ha: lattice {area:.4e}, formula {form:.4e} Ha")

# --- thermal smearing
c_th = quad(lambda x: 2 * np.tanh(x) / np.cosh(x)**2 * np.log(x), 0, 30,
            points=[0.1, 1, 5], limit=200)[0]
kT, dT = 1e-3, 1e-5
warm = hall(store[dT], SHIFT, kT)
form = -dT / (4 * kT) * (np.log(2 * kT / dT) + 1 + c_th)
form_total = form + dT / (4 * SHIFT)
assert abs(warm - form_total) < 2e-4
print(f"thermal constant c = {c_th:.5f}")
print(f"kT {kT:.0e} Ha, delta {dT:.0e} Ha: lattice {warm:+.5f}")
print(f"  one-cone formula {form:+.5f}, with tail {form_total:+.5f}")

# --- uniform meshes: 300 contains the nodes, 301 misses them
n1, n2 = np.meshgrid(np.arange(-45, 46), np.arange(-45, 46))
rx, ry = A_LAT * (n1 + n2 / 2), A_LAT * S3 / 2 * n2
dist = np.hypot(rx, ry)
mesh = {}
print("uniform mesh N | delta (Ha) | N a delta/v | mesh sigma | Poisson")
for n in (300, 301):
    for d in (5e-3, 1e-3, 1e-4, 1e-5):
        mesh[n, d] = mesh_hall(clean + sublattice_error(d), n, SHIFT)
        text = "not evaluated"
        if d > 5e-5:
            terms = np.cos(n * K_NODE[0] * rx) * np.exp(-d * n * dist / VEL)
            pred = hall(store[d], SHIFT) - 0.5 * (terms.sum() - 1)
            assert abs(mesh[n, d] - pred) < 4e-3 + 2e-3 * abs(pred)
            text = f"{pred:+.5f}"
        ratio = n * A_LAT * d / VEL
        print(f"  {n} | {d:.0e} | {ratio:.4f} | {mesh[n, d]:+.5f} | {text}")
for d in (1e-4, 1e-5):
    single = -np.pi * VEL**2 / (CELL * 300**2 * d**2)
    assert abs(mesh[300, d] / single - 1) < 0.01
    print(f"  single-point estimate, N=300, delta {d:.0e} Ha: {single:.3f}")
assert abs(mesh[301, 1e-4] / mesh[301, 1e-5] / 10 - 1) < 0.05
print(f"N giving N a delta/v = 5 at delta {d0:.0e} Ha: "
      f"{int(np.ceil(5 * VEL / (A_LAT * d0)))}")

# --- nodes at equal energy: cancellation or a full quantum
level = symmetric_model(0.0)
same = hall(integrated(level + sublattice_error(d0), d0), 0.0)
opposite = hall(integrated(level + haldane_error(d0), d0), 0.0)
assert abs(same) < 1e-6 and abs(opposite + 1) < 1e-3
print(f"equal node energies, sublattice error: |sigma| = {abs(same):.1e}")
print(f"equal node energies, Haldane-type error: sigma = {opposite:+.5f}")

# --- uneven errors of individual Wannier matrix elements
error = [(0, 0, ZERO, 0.5e-4), (1, 1, ZERO, -0.2e-4),
         (0, 0, SECOND[0], 0.3e-4), (1, 1, SECOND[1], 0.2e-4j),
         (0, 1, NEAR[0], 0.3e-4), (0, 1, NEAR[1], -0.1e-4),
         (0, 1, NEAR[2], 0.2e-4)]
noisy = clean + error
# PT exchanges the orbitals, reverses d and conjugates the amplitude
repaired = [(i, j, d, amp / 2) for i, j, d, amp in noisy]
repaired += [(1 - i, 1 - j, -d, np.conj(amp) / 2) for i, j, d, amp in noisy]
data = integrated(noisy, 5e-5)
print(f"uneven errors, largest entry {max(abs(x[3]) for x in error):.1e} Ha")
for chi, name in ((1, "K"), (-1, "-K")):
    dh = bloch(error, chi * K_NODE[None])[0, 0]
    mass = 0.5 * np.real(dh[0, 0] - dh[1, 1])
    gap, centre = minimum_gap(noisy, chi * K_NODE)
    assert abs(gap / (2 * abs(mass)) - 1) < 0.01
    value = hall(data, centre)
    assert abs(value + chi * np.sign(mass) / 2) < 3e-3
    gap_fixed = minimum_gap(repaired, chi * K_NODE)[0]
    assert gap_fixed < 1e-8
    print(f"  {name}: predicted mass {mass:.4e} Ha, half gap {gap/2:.4e} Ha")
    print(f"  {name}: sigma {value:+.5f}; repaired gap < 1e-8 Ha: "
          f"{gap_fixed < 1e-8}")
curv_noisy = np.max(abs(bands(noisy, random_k)[1]))
curv_fixed = np.max(abs(bands(repaired, random_k)[1]))
assert curv_fixed < 1e-8 < curv_noisy
print(f"largest sampled |curvature|: with errors {curv_noisy:.2e}, "
      f"repaired {curv_fixed:.1e} bohr^2")
print("no test failed")
```

Running it gives:

```
lattice constant 5.0 bohr; hopping 0.10 Ha
node energies +/- 0.020 Ha; velocity 0.43301 a.u.
clean model: largest |curvature| 1.3e-12 bohr^2
clean model: loop phase around K / pi = 1.000000
e^2/h = 3.874046e-05 S; e^2/2h = 1.937023e-05 S
error delta (Ha) | sigma at K node | at -K node | 0.005 Ha above K
  5e-03 | -0.43587 | +0.43587 | -0.442748
  1e-03 | -0.48716 | +0.48716 | -0.088221
  1e-04 | -0.49872 | +0.49872 | -0.008822
  1e-05 | -0.49987 | +0.49987 | -0.000882
  1e-06 | -0.49999 | +0.49999 | -0.000088
delta = 1e-04 Ha = 2.7211 meV; line shape:
(mu - E_K)/delta | lattice | cone formula plus other-cone tail
   -5.0 | -0.09876 | -0.09873
   -2.0 | -0.24859 | -0.24874
   -0.5 | -0.49871 | -0.49875
   +0.5 | -0.49872 | -0.49875
   +2.0 | -0.24861 | -0.24876
   +5.0 | -0.09879 | -0.09877
  +20.0 | -0.02375 | -0.02381
integral of sigma over mu within +/- 0.01 Ha of the K node:
  delta 1e-03 Ha: lattice -3.0404e-03, formula -3.0472e-03 Ha
  delta 1e-04 Ha: lattice -5.3430e-04, formula -5.3498e-04 Ha
  delta 1e-05 Ha: lattice -7.6456e-05, formula -7.6523e-05 Ha
thermal constant c = -0.20951
kT 1e-03 Ha, delta 1e-05 Ha: lattice -0.01509
  one-cone formula -0.01522, with tail -0.01510
uniform mesh N | delta (Ha) | N a delta/v | mesh sigma | Poisson
  300 | 5e-03 | 17.3205 | -0.43590 | -0.43587
  300 | 1e-03 | 3.4641 | -0.59224 | -0.59221
  300 | 1e-04 | 0.3464 | -30.26494 | -30.26472
  300 | 1e-05 | 0.0346 | -3023.00244 | not evaluated
  301 | 5e-03 | 17.3782 | -0.43568 | -0.43587
  301 | 1e-03 | 3.4756 | -0.44578 | -0.44639
  301 | 1e-04 | 0.3476 | -0.07433 | -0.07459
  301 | 1e-05 | 0.0348 | -0.00749 | not evaluated
  single-point estimate, N=300, delta 1e-04 Ha: -30.230
  single-point estimate, N=300, delta 1e-05 Ha: -3022.999
N giving N a delta/v = 5 at delta 1e-04 Ha: 4331
equal node energies, sublattice error: |sigma| = 0.0e+00
equal node energies, Haldane-type error: sigma = -1.00000
uneven errors, largest entry 5.0e-05 Ha
  K: predicted mass 3.7679e-05 Ha, half gap 3.7668e-05 Ha
  K: sigma -0.49908; repaired gap < 1e-8 Ha: True
  -K: predicted mass 7.2321e-05 Ha, half gap 7.2317e-05 Ha
  -K: sigma +0.49950; repaired gap < 1e-8 Ha: True
largest sampled |curvature|: with errors 6.45e+00, repaired 2.8e-13 bohr^2
no test failed
```
